# Body-Fixed Atom-Diatom Hamiltonian and Its Regularity at Linear Geometries

Take the function $(x+iy)/r=\sin\theta\,e^{i\gamma}$ of a vector with polar angles $(\theta,\gamma)$. It is smooth on the $z$ axis away from the origin, so a kinetic energy operator must give a finite result there. In polar angles the squared angular momentum acts on its $\theta$ part as

$$
-\frac{1}{\sin\theta}\frac{d}{d\theta}\left(\sin\theta\cos\theta\right)+\frac{1}{\sin^2\theta}\sin\theta
=\left(-\frac{1}{\sin\theta}+2\sin\theta\right)+\frac{1}{\sin\theta}=2\sin\theta .
$$

Each of the two terms diverges as $1/\theta$, and their sum does not. The divergence belongs to the coordinates: the azimuth $\gamma$ has no meaning on the axis. Had the factor multiplying $e^{i\gamma}$ been a constant, the second term would have been $1/\sin^2\theta$ with nothing to cancel it. In a rotating atom-diatom system the same thing happens at linear geometries, with the integer in $e^{iK\gamma}$ set by the projection of the total angular momentum.

Let three spinless particles A, B, C interact through a potential $V$ that depends on their distances alone. Define $\mathbf r=\mathbf x_C-\mathbf x_B$, and let $\mathbf R$ run from the centre of mass $\mathbf X$ of BC to A. Substituting $\mathbf x_B=\mathbf X-m_C\mathbf r/(m_B+m_C)$ and $\mathbf x_C=\mathbf X+m_B\mathbf r/(m_B+m_C)$ in the classical kinetic energy of BC, the cross terms $\mp m_Bm_C\,\dot{\mathbf X}\cdot\dot{\mathbf r}/(m_B+m_C)$ cancel. Repeating the step for A and BC, and dropping the overall centre of mass, leaves

$$
T=\frac{p_R^2}{2\mu_R}+\frac{p_r^2}{2\mu_r},\qquad
\mu_r=\frac{m_Bm_C}{m_B+m_C},\quad \mu_R=\frac{m_A(m_B+m_C)}{m_A+m_B+m_C}.
$$

The change of variables is linear with constant coefficients, so the quantum operator has the same form. Let $\mathbf l$ and $\mathbf j$ be the angular momenta of $\mathbf R$ and $\mathbf r$, in units of $\hbar$. Splitting each Laplacian into radial and angular parts gives

$$
T=-\frac{\hbar^2}{2\mu_R}\frac1R\frac{\partial^2}{\partial R^2}R-\frac{\hbar^2}{2\mu_r}\frac1r\frac{\partial^2}{\partial r^2}r+\frac{\hbar^2\,l^2}{2\mu_RR^2}+\frac{\hbar^2 j^2}{2\mu_rr^2}.
$$

The total angular momentum is $\mathbf J=\mathbf l+\mathbf j$. Since $[J_i,j_i]=0$ for equal components,

$$
l^2=(\mathbf J-\mathbf j)^2=J^2+j^2-2\,\mathbf J\cdot\mathbf j .
$$

What remains is to express $\mathbf J\cdot\mathbf j$ in a frame that turns with $\mathbf R$.

Let $\Psi^M$, $M=-J,\dots,J$, be a multiplet with standard phases. A rotation operator acts as $(U\Psi)(X)=\Psi(\mathcal R^{-1}X)$, and $U\Psi^M=\sum_{M'}\Psi^{M'}D^J_{M'M}(\mathcal R)$, where $D^J_{M'M}(\alpha,\beta,\gamma)=\langle JM'|e^{-i\alpha J_z}e^{-i\beta J_y}e^{-i\gamma J_z}|JM\rangle$. Using the inverse rotation and the unitarity of $D$,

$$
\Psi^M(\mathcal R X_b)=\sum_K\Psi^K(X_b)\,D^J_{KM}(\mathcal R^{-1})=\sum_K D^{J*}_{MK}(\mathcal R)\,\Psi^K(X_b).
$$

Choose $\mathcal R$ with Euler angles $(\alpha,\beta,0)$, where $(\beta,\alpha)$ are the polar angles of $\mathbf R$. It carries $\hat{\mathbf z}$ into $\hat{\mathbf R}$, so $X_b$ is the configuration with $\mathbf R$ along $z$ and the other vector at $\mathbf r_b=\mathcal R^{-1}\mathbf r$. With $\Phi_K(R,\mathbf r_b)=\Psi^K(R\hat{\mathbf z},\mathbf r_b)$,

$$
\Psi^M=\sum_K D^{J*}_{MK}(\alpha,\beta,0)\,\Phi_K(R,\mathbf r_b).
$$

Let $\mathbf r_b$ have polar angles $(\theta,\gamma)$. A rotation by $\gamma$ about $z$ leaves $R\hat{\mathbf z}$ in place and has $D^{J*}_{MK}=e^{iK\gamma}\delta_{MK}$. The same relation therefore gives $\Phi_K=e^{iK\gamma}F_K(R,r,\theta)$. One integer $K$ labels both the projection of $\mathbf J$ on $\mathbf R$ and the azimuthal dependence of $\mathbf r$; this expresses $\mathbf l\cdot\hat{\mathbf R}=0$.

Now let $\mathbf J$ act on the multiplet through its matrices, and $\mathbf j$ on $\mathbf r$ at fixed $\mathbf R$. If $\mathbf e_a$ are the axes of the rotated frame, then $\mathbf j=\sum_a\mathbf e_a\hat\jmath_a$, where $\hat\jmath_a$ are ordinary angular momentum operators in $\mathbf r_b$. They do not act on $\alpha,\beta$, so

$$
\mathbf J\cdot\mathbf j\,\Psi^M=\sum_{M'Ka}\langle JM'|\mathbf e_a\cdot\mathbf J|JM\rangle\, D^{J*}_{M'K}\,\hat\jmath_a\Phi_K .
$$

The component along a rotated axis is the rotated component, which means that

$$
\langle JM'|\mathbf e_a\cdot\mathbf J|JM\rangle=\sum_{K''K'}D^J_{M'K''}\langle JK''|J_a|JK'\rangle D^{J*}_{MK'} .
$$

The sum over $M'$ gives $\sum_{M'}D^J_{M'K''}D^{J*}_{M'K}=\delta_{K''K}$. Reading off the coefficient of $D^{J*}_{MK}$ after exchanging the names $K$ and $K'$,

$$
(\mathbf J\cdot\mathbf j\,\Psi)_K=\sum_{K'}\sum_a\langle JK'|J_a|JK\rangle\,\hat\jmath_a\Phi_{K'} .
$$

Only ordinary matrix elements have entered, so no special commutation rules for body-fixed components are needed. Write $\sum_aJ_a\hat\jmath_a=J_z\hat\jmath_z+\tfrac12(J_-\hat\jmath_++J_+\hat\jmath_-)$ and $\lambda_\pm(J,K)=\sqrt{J(J+1)-K(K\pm1)}$. The element of $J_-$ requires $K'=K-1$ and equals $\lambda_-(J,K)=\lambda_+(J,K-1)$; that of $J_+$ requires $K'=K+1$ and equals $\lambda_-(J,K+1)$. Further, $\hat\jmath_\pm=e^{\pm i\gamma}(\pm\partial_\theta+i\cot\theta\,\partial_\gamma)$ acts on $e^{iK'\gamma}F_{K'}$ as $\pm\partial_\theta-K'\cot\theta$, with the phase moved to $e^{i(K'\pm1)\gamma}$. Collecting the terms, and noting that $j^2$ appears both by itself and inside $l^2$,

$$
\begin{aligned}
(HF)_K={}&\left[-\frac{\hbar^2}{2\mu_R}\frac1R\partial_R^2R-\frac{\hbar^2}{2\mu_r}\frac1r\partial_r^2r+V\right]F_K
+\hbar^2\left[\frac1{2\mu_RR^2}+\frac1{2\mu_rr^2}\right]L_KF_K\\
&+\frac{\hbar^2}{2\mu_RR^2}\Big\{[J(J+1)-2K^2]F_K
-\lambda_+(J,K-1)\,[\partial_\theta-(K-1)\cot\theta]F_{K-1}\\
&\qquad\qquad-\lambda_-(J,K+1)\,[-\partial_\theta-(K+1)\cot\theta]F_{K+1}\Big\},
\end{aligned}
$$

$$
L_K=-\frac1{\sin\theta}\frac{\partial}{\partial\theta}\sin\theta\frac{\partial}{\partial\theta}+\frac{K^2}{\sin^2\theta}.
$$

The volume element is $R^2r^2\sin\theta\,dR\,dr\,d\theta$ times that of the Euler angles. For $J=0$ only $K=0$ exists, and neither $K^2/\sin^2\theta$ nor $\cot\theta$ multiplying $F$ appears. For $J>0$ both do. The kinetic part was tested for $J=1$ and $2$ against the Cartesian kinetic energy of all three particles, with functions $F_K$ of no special form; the largest discrepancy, relative to the largest component, was $2\times10^{-10}$.

The behaviour of $F_K$ near $\theta=0$ follows from smoothness of the wavefunction there, which is assumed together with smoothness of $V$ at the linear geometry considered. Near the axis $\Phi_K$ is a series in $(x+iy)^p(x-iy)^q$, which varies as $\rho^{p+q}e^{i(p-q)\gamma}$ with $\rho=r\sin\theta$. The phase fixes $p-q=K$, so the powers of $\rho$ are $|K|,|K|+2,\dots$. The same holds near $\theta=\pi$, and

$$
F_K=\sin^{|K|}\theta\;g(u),\qquad u=\cos\theta,
$$

with $g$ smooth up to $u=\pm1$. Take $K\ge0$, write $s=\sin\theta$, and let primes on $g$ denote $d/du$. Then $\partial_\theta F=Ks^{K-1}ug-s^{K+1}g'$. Multiplying by $s$, differentiating and dividing by $-s$ gives

$$
-\frac1s\partial_\theta(s\,\partial_\theta F)=-K^2s^{K-2}u^2g+Ks^Kg+2(K+1)s^Kug'-s^{K+2}g'' .
$$

The first term is the dangerous one. Added to $K^2s^{K-2}g$ it gives $K^2s^{K-2}(1-u^2)g=K^2s^Kg$, and therefore

$$
L_KF=s^K\left[-(1-u^2)g''+2(K+1)ug'+K(K+1)g\right].
$$

For $K=1$ the cancelled terms diverge as $1/\theta$. For $K=2$ they tend to constants although $F$ itself vanishes, and for larger $K$ they vanish too slowly. In each case the sum recovers the power $s^K$. The Coriolis terms behave likewise:

$$
(\partial_\theta-K\cot\theta)F=-s^{K+1}g',\qquad
(-\partial_\theta-K\cot\theta)F=s^{K-1}\left[(1-u^2)g'-2Kug\right],
$$

the second for $K\ge1$. Each output has the power required of the component it feeds. Negative $K$ follows on replacing $K$ by $-K$ and exchanging raising with lowering, apart from a sign.

Associated Legendre functions are a basis with this factor built in. Differentiate Legendre's equation $(1-u^2)P_j''-2uP_j'+j(j+1)P_j=0$ $K$ times. The product rule gives, for $g=d^KP_j/du^K$,

$$
(1-u^2)g''-2(K+1)ug'+[j(j+1)-K(K+1)]g=0 .
$$

Comparison with the bracket above shows that $L_KF=j(j+1)F$. For $K\ge0$ the normalised functions are

$$
\Theta_{jK}=(-1)^KN_{jK}\,s^K\frac{d^KP_j}{du^K},\qquad N_{jK}=\sqrt{\frac{2j+1}{2}\frac{(j-K)!}{(j+K)!}},
$$

with $\Theta_{j,-K}=(-1)^K\Theta_{jK}$. Raising replaces $s^Kg$ by $-s^{K+1}g'$, and $N_{jK}/N_{j,K+1}=\sqrt{(j-K)(j+K+1)}=\lambda_+(j,K)$. Thus $\hat\jmath_+$ gives $\lambda_+(j,K)\Theta_{j,K+1}$; lowering follows from $\hat\jmath_-\hat\jmath_+=j^2-\hat\jmath_z^2-\hat\jmath_z$. In this basis the elements of $l^2$, diagonal in $j$, are

$$
\langle K|l^2|K\rangle=J(J+1)+j(j+1)-2K^2,\qquad
\langle K\pm1|l^2|K\rangle=-\lambda_\pm(J,K)\lambda_\pm(j,K).
$$

No trigonometric singularity is left. For $J=j=1$ the diagonal is $2,4,2$ and the couplings are $-2$. The odd combination of $K=\pm1$ has eigenvalue $2$. The even one couples to $K=0$ with element $-2\sqrt2$, giving $3\pm\sqrt{1+8}=6$ and $0$. These are $l(l+1)$ for $l=1,2,0$, as vector addition requires.

The numbers show how the cancellation works. For $\Theta_{21}$ at $\theta=0.01$ rad the derivative term is $193.527$ and the $K^2/\sin^2\theta$ term is $-193.643$. Their sum, $-0.1162$, equals $6\,\Theta_{21}$. At $0.001$ rad the two terms are ten times larger and the sum ten times smaller. If $\Theta_{20}$ is used for $K=1$ instead, $L_1\Theta_{20}$ is $1.6\times10^4$ at $0.01$ rad and grows as $1/\theta^2$.

In matrix elements the mechanism looks different. Integration by parts gives

$$
\int_0^\pi F\,L_KF\,\sin\theta\,d\theta=\int_0^\pi\left(\frac{dF}{d\theta}\right)^2\sin\theta\,d\theta+K^2\int_0^\pi\frac{F^2}{\sin\theta}\,d\theta ,
$$

where both terms are positive, so neither can repair a divergence of the other. Each must be finite, and the factor $s^{|K|}$ makes it so. For $\Theta_{jK}$ with $K>0$ the second term follows by letting $K$ become a continuous parameter $\kappa$. With $g$ a polynomial of degree $n$, the highest power of $u$ gives the eigenvalue $n(n-1)+2(\kappa+1)n+\kappa(\kappa+1)=(\kappa+n)(\kappa+n+1)$. Its derivative with respect to $\kappa$ equals the mean of $2\kappa/\sin^2\theta$, so at $\kappa=K$, $n=j-K$ one has $2K\langle1/\sin^2\theta\rangle=2j+1$ and

$$
K^2\left\langle\frac1{\sin^2\theta}\right\rangle=\frac{K(2j+1)}2 .
$$

For $j=2$, $K=1$ this is $2.5$, and the slope integral supplies the other $3.5$ of $j(j+1)=6$. The constant $\Theta_{00}=1/\sqrt2$ used for $K=1$ gives $\ln\cot(\epsilon/2)$ when the integral is cut off at $\epsilon$ from each end: $5.298$, $7.601$ and $9.903$ for $\epsilon=10^{-2},10^{-3},10^{-4}$ rad. Ordinary Legendre polynomials equal $\pm1$ at the ends, so none of them has a finite diagonal element for $K\neq0$. A finite quadrature with no points at the ends would hide this by returning a number that depends on its points.

The cure is confined to $\theta=0$ and $\pi$ with $R,r>0$. At $R=0$ the direction of the body axis is undefined, and the factor $1/R^2$ multiplies a matrix that mixes different $K$. Regular behaviour there is $R^l$ for each eigenvector of $l^2$, a condition on combinations of $K$ that no choice of function of $\theta$ for a single $K$ imposes. Similarly, $r=0$ requires $r^j$.

For a worked case take round model masses $m_A,m_B,m_C=20,10,30$ u, and hold $R=3$ Å and $r=1$ Å fixed. Then $\mu_r=10\times30/40=7.5$ u and $\mu_R=20\times40/60=13.333$ u. Expressed as wavenumbers, $b=\hbar^2/(2\mu_rr^2)$ is $2.24768\ \mathrm{cm^{-1}}$, and $B=\hbar^2/(2\mu_RR^2)$ is $7.5/(13.333\times9)=0.0625$ times $b$, or $0.14048\ \mathrm{cm^{-1}}$. The potential $V=V_1(1-\cos\theta)$ with $V_1=100\ \mathrm{cm^{-1}}$ has its minimum at the linear geometry $\theta=0$, so the bending motion is centred on the axis where the coordinates are singular. The spread about it is wide: $\langle\cos\theta\rangle=0.89$ in the ground state, the cosine of about $27^\circ$.

The lowest $J=0$ level is $20.643\ \mathrm{cm^{-1}}$. For $J=1$ the lowest three are $20.909$, $42.535$ and $42.539\ \mathrm{cm^{-1}}$: the ground state, almost purely $K=0$, and a bending pair with $|K|=1$. The coefficients of the upper member in the basis $\Theta_{jK}$ are odd under $K\to-K$, so it has no $K=0$ component and no Coriolis shift, and its diagonal term $B(2-2)$ vanishes. Solving $(b+B)L_1+V$ on a $\theta$ grid, with $1/\sin^2\theta$ kept explicitly, gives $42.53881\ \mathrm{cm^{-1}}$ against $42.53882$ from the Legendre basis. With both bases cut at $j\le18$, the eigenvalues for $J=0,1,2$ also agree with those from a space-fixed basis of coupled $j$ and $l$, to $4\times10^{-12}\ \mathrm{cm^{-1}}$. This shows that the two matrices are equivalent. The low levels quoted here do not change in the digits shown when the basis is enlarged, but the highest eigenvalues of the cut basis move by up to $24\ \mathrm{cm^{-1}}$.

Coriolis coupling also changes the rotational spacing. Without it the $J=0$ to $1$ spacing is $2B=0.28096\ \mathrm{cm^{-1}}$; with it, $0.26613$. The stiff limit explains the change. For small $\theta$ the bend is a two-dimensional oscillator with ground state $F_0\propto e^{-a\theta^2/2}$, $a^2=V_1/[2(b+B)]$, and quantum $2(b+B)a$. For $J=1$ the coupling from $K=0$ to each of $K=\pm1$ is $-\sqrt2B$ times $\pm\partial_\theta$. Here $\partial_\theta F_0=-a\theta F_0$ is proportional to the first excited state and has squared norm $a^2\langle\theta^2\rangle=a$. Second-order perturbation theory then gives

$$
2B-2\,\frac{2B^2a}{2(b+B)a}=2B-\frac{2B^2}{b+B}=\frac{2Bb}{b+B}=2B_{\rm lin},\qquad \frac1{B_{\rm lin}}=\frac1B+\frac1b .
$$

This is the rigid linear rotor, whose moment of inertia is $\mu_RR^2+\mu_rr^2$. Numerically, $2B_{\rm lin}=0.26443\ \mathrm{cm^{-1}}$. The computed spacing exceeds it by $0.00169\ \mathrm{cm^{-1}}$ at $V_1=100\ \mathrm{cm^{-1}}$ and by $0.00016$ at $V_1=10\,000\ \mathrm{cm^{-1}}$. The excess falls about tenfold while $a$ rises tenfold, which is consistent with a leading correction of order $1/a$.

The bending pair is split because its even member alone couples to $K=0$. Levels below push it up and levels above push it down. The net shift is $-0.00375\ \mathrm{cm^{-1}}$, so in this model the levels above prevail. The numerical output lists these values with the intermediate ones.

## Table of computed values

```
Cartesian vs body-fixed kinetic energy, max relative error: 2.0e-10
Theta_21 with K=1: derivative term, K^2/sin^2 term, sum, 6*Theta_21 (no unit)
  theta=0.100 rad: 18.14616  -19.30032  -1.154165  -1.154165
  theta=0.010 rad: 193.52653  -193.64271  -0.116182  -0.116182
  theta=0.001 rad: 1936.47941  -1936.49103  -0.011619  -0.011619
Theta_20 wrongly used for K=1: L_1 Theta_20 (no unit)
  theta=0.100 rad: 1.6562e+02
  theta=0.010 rad: 1.5819e+04
  theta=0.001 rad: 1.5811e+06
j=1 K=1: slope integral 0.5000, K^2/sin^2 integral 1.5000, sum 2.0000
j=2 K=1: slope integral 3.5000, K^2/sin^2 integral 2.5000, sum 6.0000
j=3 K=2: slope integral 5.0000, K^2/sin^2 integral 7.0000, sum 12.0000
Theta_00 used for K=1, cutoff 1e-02 rad: 1/sin^2 integral 5.2983
Theta_00 used for K=1, cutoff 1e-03 rad: 1/sin^2 integral 7.6009
Theta_00 used for K=1, cutoff 1e-04 rad: 1/sin^2 integral 9.9035
l^2 eigenvalues for J=1, j=1 (hbar^2): 0.0000 2.0000 6.0000
Masses A, B, C: 20.0 10.0 30.0 u
R = 3.0 angstrom, r = 1.0 angstrom
mu_r = 7.5000 u, mu_R = 13.3333 u
b = 2.24768 cm^-1, B = 0.14048 cm^-1, V1 = 100.0 cm^-1
Largest j in the basis: 18
Body-fixed vs space-fixed, J=0,1,2, all levels: max difference 3.9e-12 cm^-1
J=0 lowest two levels: 20.64289 61.81022 cm^-1
J=1 level 1: 20.90902 cm^-1, K=0 weight 0.99931, K to -K symmetry +1
J=1 level 2: 42.53507 cm^-1, K=0 weight 0.00164, K to -K symmetry +1
J=1 level 3: 42.53882 cm^-1, K=0 weight 0.00000, K to -K symmetry -1
J=1 without Coriolis coupling: 20.92385 42.53882 42.53882 cm^-1
Splitting of the K=1 pair, even minus odd: -0.00375 cm^-1
Odd K=1 level from the theta grid: 42.53881 cm^-1
J=0 to 1 spacing without Coriolis coupling: 0.28096 cm^-1
J=0 to 1 spacing with Coriolis coupling: 0.26613 cm^-1
Same, V1 = 10000 cm^-1, largest j 60: 0.26459 cm^-1
Rigid linear rotor: B_lin = 0.13222, 2 B_lin = 0.26443 cm^-1
```
